# Electron Levels at a Net-Charged Donor Sheet in a Uniform Insulator, part 2

An insulating film of permittivity $\varepsilon$ lies between identical metal plates at $z=\pm d$, held at the same potential. At $z=0$ is a sheet of ionized donors with net charge $eN$ per unit area ($e>0$), treated as evenly smeared. The sheet is "bare" when the donors' own electrons have gone to the plates. An electron of charge $-e$ and effective mass $m$ then has potential energy $V(z)=eF|z|$, with $F=eN/2\varepsilon$. Its motion along $z$ obeys

$$-\frac{\hbar^2}{2m}\psi''(z)+eF|z|\,\psi(z)=E\,\psi(z). \tag{3}$$

Free in-plane motion makes each level $E$ the lower edge of a subband. Energies are measured from the bottom of the V.

The scales are $\ell=(\hbar^2/2meF)^{1/3}$ and $E_0=eF\ell$, and $\lambda=E/E_0$. The Airy functions $\mathrm{Ai}$ (decaying) and $\mathrm{Bi}$ (growing) solve $y''=xy$. With the plates far away, the ground state is $\psi\propto\mathrm{Ai}(|z|/\ell-a)$, where $-a$ is the zero of $\mathrm{Ai}'$ nearest the origin and $a=1.018793$. Its energy is

$$E_1=aE_0=a\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}. \tag{7}$$

In terms of material and doping, with the second relation for small changes,

$$E_1=a\left(\frac{\hbar^2e^4N^2}{8m\varepsilon^2}\right)^{1/3},\qquad
\frac{\delta E_1}{E_1}\simeq\frac23\frac{\delta N}{N}-\frac23\frac{\delta\varepsilon}{\varepsilon}-\frac13\frac{\delta m}{m}. \tag{8}$$

Also, $\langle|z|\rangle=2a\ell/3$ and $\int_{-a}^{\infty}\mathrm{Ai}^2dx=a\,\mathrm{Ai}(-a)^2$.

If the dopants fill a layer 1 nm thick at fixed $N$, the level shifts by 2.9 meV on the outer-V reference, that is, measured from the point where the outer straight lines of $V$ would meet.

The example has $m=0.20\,m_e$ ($m_e$ is the electron mass), relative permittivity 20, $N=2\times10^{13}\ \mathrm{cm^{-2}}$ and $d=10$ nm. It gives $eF=0.0905$ eV/nm, $\ell=1.28$ nm, $E_0=0.116$ eV, $E_1=118$ meV and $\langle|z|\rangle=0.87$ nm. At 300 K, $k_BT=25.9$ meV.

### Electrons that remain near the sheet

Let $fN$ electrons per area be bound, with $f\ll1$, all in the ground subband. In the mean-field description each electron moves in the average field of the others. A plane of electrons at $z'$ with density $fN$ has the opposite charge to the donors, so it contributes $-eFf|z-z'|$, plus a constant and a term proportional to $z'z$ that keeps the plates at equal potential. The last term averages to zero over $z'$, because the electron density is symmetric. Averaging the rest, and choosing the constant so that the potential energy at the sheet stays zero, gives

$$\delta V(z)=-eFf\left(\langle|z-z'|\rangle_{z'}-\langle|z'|\rangle\right).$$

To first order in $f$ the level moves by the average of this over $z$:

$$\delta E=-eFf\left(\langle|z-z'|\rangle-\langle|z'|\rangle\right), \tag{12}$$

where $z$ and $z'$ are drawn independently from $|\psi|^2$. For $f=0.02$ the formula gives $-0.67$ meV.

For larger filling the potential must be found self-consistently. If $n(z)$ is the electron density per volume, symmetric in $z$, Gauss's law changes the slope for $z>0$ to

$$\frac{dV}{dz}=eF\left[1-\frac2N\int_0^z n(z')\,dz'\right]. \tag{13}$$

The calculation alternates between (13) and the Schrödinger equation on a grid. The subbands are filled at zero temperature with the two-dimensional density of states $m/\pi\hbar^2$, which includes both spins, and $\psi$ is set to zero at the plates. At $f=0.02$ this also gives $-0.67$ meV.

For a neutral sheet, $f=1$, the same calculation puts the ground level at 95 meV, about 19% below the bare value. The potential just inside the plates changes far more, from 0.90 eV to 0.20 eV. Equation (13) accounts for the contrast: close to the sheet little electron charge is enclosed and the slope is nearly bare, while far out the enclosed electrons cancel the donors. The neutral calculation omits exchange and correlation, so 95 meV is a mean-field value. It also leans on the condition $\psi=0$ at the plates: the Fermi level, 0.24 eV, lies above the band edge there, so the electrons of the upper subbands are held by the imposed walls and not by the sheet. With the walls moved out to 25 nm the level rises by about 0.5 meV and the potential at the wall approaches the Fermi level, about 0.24 eV. The value 0.20 eV belongs to $d=10$ nm.

### When the sheet stays empty

Let $\Phi_B$ be the energy of the conduction-band edge at a contact above the Fermi level of the electrode. The bottom of the V lies $eFd$ below that edge. The ground level therefore lies $\Phi_B-eFd+E_1$ above the Fermi level. For the sheet to be empty in equilibrium this must be positive:

$$\Phi_B>eFd-E_1=0.905-0.118=0.787\ \mathrm{eV}. \tag{14}$$

At finite temperature a margin of several $k_BT$ is needed, and the disorder treated below calls for a further margin. With a lower barrier, electrons collect at the sheet and flatten the V. This happens gradually, because each added electron raises the potential energy at the sheet relative to the contacts; a barrier slightly below the bound leaves most of the donor charge uncompensated. For fixed $N$, a thicker film needs a higher barrier.

An electron placed in the level of an empty sheet can tunnel out. To estimate the rate, let each electrode have the same mass $m$ as the film and a constant potential energy level with the bottom of the V. Inside the film, the combination

$$D(x)=\mathrm{Ai}(x)\,\mathrm{Bi}'(-\lambda)-\mathrm{Bi}(x)\,\mathrm{Ai}'(-\lambda),\qquad x=\frac{|z|}{\ell}-\lambda,$$

has zero derivative at the sheet. In the electrode $E=\hbar^2q^2/2m$, so an outgoing wave $e^{iqz}$ has $q\ell=\sqrt\lambda$. Continuity of the logarithmic derivative at $z=d$ requires

$$D'(X)=i\sqrt\lambda\,D(X),\qquad X=\frac d\ell-\lambda .$$

The root near $a$ is complex. Writing $E=E_r-i\Gamma/2$, the probability decays as $|e^{-iEt/\hbar}|^2=e^{-\Gamma t/\hbar}$, so the lifetime is $\hbar/\Gamma$. For an electron that stays in the ground level, numerical solution for the example gives about 0.1 ms. The corresponding width $\Gamma$ is a few times $10^{-12}$ eV, which is negligible beside $E_1$.

The main dependence on thickness comes from the squared Airy tail, $\exp(-\tfrac43X^{3/2})$. Here $X\simeq6.8$ and the exponent is about $-23.6$. The lifetime is therefore very sensitive to $d$, $F$ and $m$, and should be read as an order of magnitude for this electrode model. At 300 K the electron can also be excited thermally to higher subbands, which reach the plates more easily, and in this model these subbands carry about 80% of the escape, so the lifetime falls about fivefold, to about 0.02 ms.

### Image charge of the electron

A charge midway between two metal plates has images of alternating sign at distances $2nd$ on both sides. Their potential at the charge is proportional to the charge itself, so the energy is half the product of charge and potential:

$$\delta E_{\rm im}=\frac12\,\frac{e^2}{4\pi\varepsilon}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{2nd}=-\frac{e^2}{4\pi\varepsilon}\,\frac{\ln2}{2d}. \tag{15}$$

In the example $e^2/4\pi\varepsilon=0.0720$ eV nm, and the shift is $-0.0720\times0.693/20$ eV $=-2.5$ meV. The small variation of the image energy across the bound state has been neglected.

### Nonparabolic band

Suppose that the kinetic energy $K$ in the band obeys $K(1+K/E_g)=T$, where $T=\hbar^2k_z^2/2m$ and $E_g$ is the gap. For $K\ll E_g$ this gives $K\simeq T-T^2/E_g$. The first-order shift is $-\langle T^2\rangle/E_g$. Since $T\psi=(E_1-V)\psi$,

$$\langle T^2\rangle=\langle(E_1-V)^2\rangle=E_0^2\,\frac{\int_{-a}^{\infty}x^2\mathrm{Ai}^2dx}{\int_{-a}^{\infty}\mathrm{Ai}^2dx}.$$

The numerator follows from an identity that can be verified by differentiation and use of $\mathrm{Ai}''=x\mathrm{Ai}$:

$$5x^2\mathrm{Ai}^2=\frac{d}{dx}\left[(x^3-1)\mathrm{Ai}^2-x^2\mathrm{Ai}'^2+2x\mathrm{Ai}\,\mathrm{Ai}'\right].$$

At $x=-a$ the terms with $\mathrm{Ai}'$ vanish, and the integral is $(a^3+1)\mathrm{Ai}(-a)^2/5$. The denominator is $a\mathrm{Ai}(-a)^2$, as found in the first half. Hence

$$\delta E\simeq-\frac{E_0^2}{E_g}\,\frac{a^3+1}{5a}. \tag{16}$$

With a rough gap of 3 eV this is $-0.404\times(0.116)^2/3$ eV $=-1.8$ meV. A grid calculation with the full dispersion gives $-1.7$ meV.

### Lattice polarization and the mass

In a polar oxide the electron is accompanied by a lattice distortion, which raises its mass. If $m$ already describes the dressed electron, no correction should be added. If $m$ is a bare band mass, the change can be estimated from one phonon energy $\hbar\omega$.

Let $M_k$ couple the electron to a phonon of wave vector $k$ in a volume $\Omega$. Phonon exchange between two charges at rest gives the energy $-2|M_k|^2/\hbar\omega$ per Fourier component. This must supply the difference between the Coulomb interactions with static and optical relative permittivities $\varepsilon_r$ and $\varepsilon_\infty$. With $\beta=1/\varepsilon_\infty-1/\varepsilon_r$,

$$|M_k|^2=\frac{\hbar\omega}{2}\,\frac{e^2\beta}{\varepsilon_0\Omega k^2},$$

where $\varepsilon_0$ is the vacuum permittivity. Let $r_0=\sqrt{\hbar^2/(2m\hbar\omega)}$, and let $\mathbf p$ and $\boldsymbol\kappa$ be the electron and phonon wave vectors times $r_0$. Second-order perturbation theory gives

$$\Delta E=-\frac{e^2\beta}{2\varepsilon_0(2\pi)^3r_0}\int\frac{d^3\kappa}{\kappa^2(1+\kappa^2-2\boldsymbol\kappa\cdot\mathbf p)} .$$

Expand to order $p^2$. The linear term averages to zero over angles, and $(2\boldsymbol\kappa\cdot\mathbf p)^2$ averages to $4\kappa^2p^2/3$. The integral becomes

$$4\pi\int_0^\infty\left[\frac1{1+\kappa^2}+\frac{4p^2}{3}\frac{\kappa^2}{(1+\kappa^2)^3}\right]d\kappa
=4\pi\left[\frac\pi2+\frac{4p^2}{3}\frac{\pi}{16}\right]=2\pi^2\left(1+\frac{p^2}{6}\right).$$

Therefore

$$\Delta E=-\alpha\hbar\omega\left(1+\frac{p^2}{6}\right),\qquad
\alpha=\frac{e^2\beta}{4\pi\varepsilon_0}\,\frac{1}{2r_0\hbar\omega}.$$

The constant part shifts the band edge itself. The kinetic energy $\hbar\omega p^2$ is multiplied by $1-\alpha/6$, so to first order the mass becomes $m(1+\alpha/6)$. With rough values $\varepsilon_\infty=4$ and $\hbar\omega=0.09$ eV, $\alpha=1.1$, and $E_1\propto m^{-1/3}$ falls by 5.5%. This is an estimate, because $\alpha$ is not small and $\hbar\omega$ is comparable with $E_1$.

### Donors are points

The mean spacing of the donors is $N^{-1/2}=2.24$ nm. The Bohr radius of a single donor, $4\pi\varepsilon\hbar^2/me^2$, is 5.29 nm, so orbits on neighbouring donors would overlap strongly. This favours a collective description, but it does not settle the effect of random placement.

Consider first a regular square array. The Fourier components of its potential with in-plane wave vector $G\ne0$ are $-(eF/G)e^{-G|z|}$ when $Gd\gg1$. They average to zero over a state that is uniform in the plane and act first in second order. Diagonalization with 12 even subbands and 49 in-plane waves gives a shift of $-0.35$ meV; a larger basis moves this to about $-0.36$ meV. At this density, discreteness in a regular array matters little.

For random, independent positions, let $u(r)$ be the attraction, as a positive energy, of one donor at in-plane distance $r$, averaged over $|\psi(z)|^2$. Divide the plane into small cells of area $\delta A$. The number of donors in each has mean and variance $N\delta A$. Summing over independent cells gives the mean and variance of the total attraction:

$$\bar U=N\int u\,d^2r,\qquad \sigma^2=N\int u^2\,d^2r. \tag{17}$$

The mean is that of the smeared sheet, $eF(d-\langle|z|\rangle)=0.826$ eV relative to the plates. To find $\sigma$, take the in-plane Fourier transform $v_q(z)$ of one donor's attraction. It satisfies $v_q''-q^2v_q=-(e^2/\varepsilon)\delta(z)$ and vanishes at the plates. The solution proportional to $\sinh q(d-|z|)$, with the required jump $-e^2/\varepsilon$ in its derivative, is

$$v_q(z)=\frac{e^2}{2\varepsilon q}\,\frac{\sinh q(d-|z|)}{\cosh qd}.$$

With $u_q=\langle v_q\rangle$ averaged over $|\psi(z)|^2$, Parseval's theorem turns (17) into

$$\sigma^2=\frac N{2\pi}\int_0^\infty q\,u_q^2\,dq. \tag{18}$$

Numerical integration gives $\sigma=105$ meV, which is 0.89 of $E_1$. Direct sampling of 3000 random arrangements within a radius of 50 nm, with each donor's potential built from image charges, gives a mean of 0.824 eV and a spread of 105 meV.

This is the largest of the corrections estimated here for the example. It is a spread of the local potential from place to place, not a shift of the level. A real electron also spreads in the plane, averages part of the fluctuation, and may settle where the attraction is strong. Equation (7) thus gives the level of the smeared model; in a random film the absolute local energy is uncertain on a scale of 0.1 eV.

The plates limit the long-range part: without them $u_q\propto1/q$ at small $q$, and (18) diverges logarithmically. Write $u_q=(e^2/2\varepsilon q)\,h(q\ell,d/\ell)$ with $h$ dimensionless. At fixed $d/\ell$ the integral $\int h^2\,dq/q$ is a fixed number, so $\sigma\propto N^{1/2}/\varepsilon$ and

$$\frac{\sigma}{E_1}\propto N^{-1/6}\varepsilon^{-1/3}m^{1/3}.$$

Under that condition, a denser sheet reduces the relative spread very slowly. At fixed $d$ the fall is slower still, because $d/\ell$ grows with $N$: four times the density takes the ratio from 0.89 to 0.79, where the power law gives 0.70.

### The example beside a real film

The parameters lie in the rough regime of lanthanum-doped barium stannate, a cubic oxide with a light, nearly isotropic conduction band. In atomic layer deposition, a single dopant cycle can place the donors near one plane. The density $N$ in the formulas is the net ionized charge, not the number of dopant atoms delivered; inactive dopants, charged defects and retained electrons make the two differ. The density chosen here is a model value. Of the assumptions tested here, the even smearing of the charge is the one most strongly broken for these numbers: random placement gives a potential spread of about 0.1 eV. A dopant profile 1 nm wide moves the level by 3 meV on the outer-V reference, and the polaron mass, if not already included, by about 6 meV. A measured level should therefore not be used to infer $N$ from (8) unless disorder and retained charge have been assessed.
